\section*{Topping depolarization and the work-function extremum of an adsorbate layer}

\section*{The problem}

Electropositive atoms on a metal electron emitter lower its work function. Model the layer as identical point dipoles normal to the surface, at areal density $N$ on a uniformly spaced lattice that keeps its shape as $N$ changes. An isolated adsorbate has a bare dipole $\mu_0$, counted positive when its positive end points outward. A normal field $E$ at its site adds $\alpha E$, where $\alpha$ is the polarizability volume. Both $\mu_0$ and $\alpha$ are independent of $N$ and already include the adsorbate's response to its own image in the metal. The images of its neighbours are neglected until part (f).

The algebra uses atomic units, $e=4\pi\varepsilon_0=1$. For numbers, the Coulomb constant is $C=e^2/(4\pi\varepsilon_0)=14.40$ eV\,\AA.

\section*{(a) The potential step}

\textbf{Question.} Find the work-function change $\Delta\Phi$ produced by dipoles of actual moment $\mu$.

\textbf{Answer.} Averaged along the surface, the layer has dipole density $N\mu$. At height $z$ above its plane the mean potential is
\begin{align}
V(z)&=\int_0^\infty N\mu\,\frac{z}{(R^2+z^2)^{3/2}}\,2\pi R\,dR \nonumber\\
&=2\pi N\mu z\left[-\frac{1}{\sqrt{R^2+z^2}}\right]_0^\infty
=2\pi N\mu\,\frac{z}{|z|}.
\end{align}
The potential therefore rises by $4\pi N\mu$ on crossing the layer outward. An electron has charge $-1$, so its energy outside, measured from the Fermi level of the metal, changes by
\begin{equation}
\Delta\Phi=-4\pi N\mu. \label{step}
\end{equation}
A positive $\mu$ lowers the work function.

\section*{(b) Depolarization}

\textbf{Question.} Find $\mu$ as a function of $N$.

\textbf{Answer.} In the plane through a normal dipole $\mu$, its normal field at distance $R$ is $-\mu/R^3$. Neighbours therefore oppose one another. All distances scale as $N^{-1/2}$, so $R_j=\rho_jN^{-1/2}$, with $\rho_j$ the distances in the lattice of unit density. The field at one site is
\begin{equation}
E=-\mu\sum_{j\ne0}\frac1{R_j^3}=-k\mu N^{3/2},\qquad
k=\sum_{j\ne0}\frac1{\rho_j^3}.
\end{equation}
Direct summation to $\rho=300$, with the remainder replaced by the integral $2\pi/300$, gives $k=9.034$ for a square lattice and $8.893$ for a triangular one. Topping's formula uses the rounded value 9.

The field depends on the actual moment, so $\mu$ must be found self-consistently:
\begin{equation}
\mu=\mu_0+\alpha E=\mu_0-9\alpha N^{3/2}\mu
\quad\Rightarrow\quad
\mu=\frac{\mu_0}{1+9\alpha N^{3/2}}. \label{mu}
\end{equation}

\section*{(c) The extremum}

\textbf{Question.} Show that $\Delta\Phi$ is extremal when $9\alpha N^{3/2}=2$. Decide whether other extrema exist, and find the moment and $\Delta\Phi$ there.

\textbf{Answer.} Let $x=9\alpha N^{3/2}$. Equations (\ref{step}) and (\ref{mu}) give
\begin{equation}
\Delta\Phi(N)=-\frac{4\pi\mu_0N}{1+x}. \label{topping}
\end{equation}
Since $x\propto N^{3/2}$, we have $N\,dx/dN=\tfrac32x$. The quotient rule then gives
\begin{align}
\frac{d\Delta\Phi}{dN}
&=-4\pi\mu_0\,\frac{(1+x)-N\,dx/dN}{(1+x)^2}\nonumber\\
&=-4\pi\mu_0\,\frac{1+x-\frac32x}{(1+x)^2}
=-4\pi\mu_0\,\frac{1-\frac12x}{(1+x)^2}.
\end{align}
The denominator is positive. For $\mu_0\neq0$ the derivative vanishes only at $x=2$, which is
\begin{equation}
9\alpha N_m^{3/2}=2,\qquad N_m=\left(\frac{2}{9\alpha}\right)^{2/3}. \label{result}
\end{equation}
The factor $1-x/2$ is positive below $N_m$ and negative above it. For $\mu_0>0$, $\Delta\Phi$ therefore falls and then rises, and $N_m$ is the global minimum of the work function. For $\mu_0<0$ it is the global maximum. With an unrounded lattice constant the condition is $k\alpha N^{3/2}=2$.

Setting $x=2$ in (\ref{mu}) and (\ref{topping}) gives
\begin{equation}
\mu_m=\frac{\mu_0}{3},\qquad
\Delta\Phi_m=-\frac{4\pi}{3}\mu_0N_m.
\end{equation}
Two thirds of the bare moment has been cancelled. The polarizability alone fixes the position of the extremum; $\mu_0$ sets its sign and scales its depth.

The result depends on $\mu_0$ being fixed. Suppose instead that charge transfer weakens with coverage, with $\mu_0\propto N^{-p}$ near the extremum and $0<p<1$. The logarithmic derivative of $N\mu$ then vanishes when
\begin{equation}
1-p-\frac{3x}{2(1+x)}=0
\quad\Rightarrow\quad x=\frac{1-p}{\frac12+p}.
\end{equation}
For $p=0.1$ this is $x=3/2$ instead of 2, so the extremum moves to lower density.

\section*{(d) Limits and shape}

\textbf{Question.} Describe $\Delta\Phi$ at low and high density and near the extremum.

\textbf{Answer.} For $x\ll1$ the dipoles act independently and $\Delta\Phi\simeq-4\pi\mu_0N$. For $x\gg1$ the uniform solution has the formal limit
\begin{equation}
\Delta\Phi\simeq-\frac{4\pi\mu_0}{9\alpha N^{1/2}}.
\end{equation}
Each added dipole then weakens the others by more than it contributes. Part (e) shows that the uniform layer becomes unstable before this limit is reached.

With $u=N/N_m$ we have $x=2u^{3/2}$, and
\begin{equation}
g(u)=\frac{\Delta\Phi}{\Delta\Phi_m}=\frac{3u}{1+2u^{3/2}},\qquad
g'(u)=\frac{3(1-u^{3/2})}{(1+2u^{3/2})^2}.
\end{equation}
At $u=1$ the numerator of $g'$ vanishes, so only its derivative contributes to $g''$:
\begin{equation}
g''(1)=\frac{-\frac92}{9}=-\frac12,\qquad g(u)\simeq1-\frac{(u-1)^2}{4}.
\end{equation}
The extremum is broad. The full expression gives $g(1/2)=0.879$ and $g(2)=0.901$, so halving the density from $N_m$ costs only 12\% of the depth. The value at $u=2$ describes the uniform solution beyond its range of stability, found in part (e).

\section*{(e) Stability}

\textbf{Question.} On a square lattice, is the uniform state at $N_m$ stable against an alternating change of the normal dipoles? What changes if the adsorbates can also polarize along the surface?

\textbf{Answer.} Add $\pm\delta$ to the dipoles in a chessboard pattern. The polarization energy per adsorbate is $\delta^2/(2\alpha)$. The interaction energy is $-\tfrac12sN^{3/2}\delta^2$, where
\begin{equation}
s=-\sum_{(i,j)\ne(0,0)}\frac{(-1)^{i+j}}{(i^2+j^2)^{3/2}}=2.646.
\end{equation}
Diagonalizing the interaction matrix of a periodic $20\times20$ array gives this value and shows that the chessboard is its softest normal pattern. The energy change is positive if
\begin{equation}
1-s\alpha N^{3/2}>0.
\end{equation}
At $N_m$, $\alpha N^{3/2}=2/9$ and the left side is $0.41$, so without the neighbours' images the state is stable against normal changes. Images at vanishing height would double $s$ and make the left side negative at this density, though not at the lower density where part (f) then puts the extremum.

Without images, the left side reaches zero at $x=9/s=3.40$, which is $N=1.42N_m$. Above this density the uniform square layer is unstable in the linear model. For a triangular lattice the corresponding limit is about $1.79N_m$.

In-plane polarization is different. For a uniform in-plane dipole $p$, the field along $p$ from a neighbour is $p(3\cos^2\theta-1)/R^3$. On a square or triangular lattice $\cos^2\theta$ averages to $1/2$ over each shell, so the total field is $+\tfrac12kN^{3/2}p$. It reinforces $p$. With the same $\alpha$ in the plane and no metal, the layer would become unstable to this uniform pattern at $\tfrac12k\alpha N^{3/2}=1$, which is the extremum condition itself. This threshold is for the uniform pattern only; on a square lattice, in-plane dipoles pointing along their rows, with the direction alternating from row to row, become unstable at lower density, $0.92N_m$, so without the metal such a layer would already be unstable at $N_m$. The metal acts in two ways. An adsorbate's own image reinforces its in-plane dipole, which belongs in the in-plane polarizability. The images of its neighbours are antiparallel to their dipoles, and at vanishing height they cancel the neighbours' direct field. The model assumes that no in-plane polarization occurs; its stability at finite height is not examined here.

\section*{(f) Images of the neighbours}

\textbf{Question.} Place the dipoles at height $h$ above the image plane and include their neighbours' images. How does the extremum condition change?

\textbf{Answer.} A normal dipole has a parallel image at vertical separation $z=2h$. The real and image layers give mean potentials that cancel between the metal and the dipoles and add outside, so the step remains $4\pi N\mu$. The neighbours' images add a depolarizing field $-\mu I$, with
\begin{equation}
I(N)=\sum_{j\ne0}\frac{R_j^2-2z^2}{(R_j^2+z^2)^{5/2}},\qquad
\mu=\frac{\mu_0}{1+\alpha(kN^{3/2}+I)}.
\end{equation}
Setting $d(N\mu)/dN=0$ gives
\begin{align}
1+\alpha(kN^{3/2}+I)&=\alpha N\left(\tfrac32kN^{1/2}+I'\right)\nonumber\\
\Rightarrow\quad \tfrac12k\alpha N^{3/2}&=1+\alpha(I-NI'). \label{image}
\end{align}

If $h$ is far smaller than the spacing, $I=kN^{3/2}$ and $I-NI'=-I/2$. Equation (\ref{image}) becomes $2k\alpha N^{3/2}=2$, and the extremum moves to lower density. If $z$ is much larger than the spacing, the field of the complete image layer is exponentially small. The neighbours' images must then cancel the field $2\mu/z^3$ of the adsorbate's own image, so $I\simeq2/z^3$. This is independent of $N$, which makes $I-NI'$ positive and moves the extremum to higher density. The direction of the shift thus depends on the height.

\section*{(g) A sodium-like layer}

\textbf{Question.} Take $\alpha=25$ \AA$^3$, $\mu_0=0.90\,e$\,\AA\ and a clean work function of 4.50 eV. Evaluate the extremum and estimate the main corrections.

\textbf{Answer.} From (\ref{result}),
\begin{equation}
N_m=\left(\frac{2}{9\times25}\right)^{2/3}\text{\AA}^{-2}
=0.0429\ \text{\AA}^{-2}=4.29\times10^{14}\ \text{cm}^{-2}.
\end{equation}
The square-lattice spacing is $N_m^{-1/2}=4.83$ \AA. The moment is $\mu_m=0.90/3=0.300\,e$\,\AA, and
\begin{equation}
\Delta\Phi_m=-4\pi(14.40)(0.300)(0.0429)\ \text{eV}=-2.33\ \text{eV}.
\end{equation}
The work function falls to 2.17 eV. The depolarizing field is $9C\mu_mN_m^{3/2}/e^2=0.346$ V/\AA.

\textit{Images.} Take $h=1.5$ \AA\ and keep $\alpha$ and $\mu_0$ fixed. At $N_m$ the neighbours' images add 44\% to the direct depolarizing field, and the change shrinks to $-1.79$ eV. Maximizing $N\mu$ numerically puts the extremum at $0.050$ \AA$^{-2}$, with a depth of $-1.80$ eV. For $h\to0$ it would instead lie at $0.027$ \AA$^{-2}$. It lies at $0.037$ \AA$^{-2}$ for $h=1.0$ \AA\ and at $0.044$ \AA$^{-2}$ for $h=1.25$ \AA, so the sign of the shift reverses between these heights.

\textit{Nonlinear polarization.} Replace the linear response by that of two levels with gap $\Delta$ and transition dipole $d$. The ground-state energy in a field is $\frac12\left(\Delta-\sqrt{\Delta^2+4d^2E^2}\right)$. Minus its derivative is the induced dipole,
\begin{equation}
\mu_{\rm ind}=\frac{2d^2E}{\sqrt{\Delta^2+4d^2E^2}}
=\frac{\alpha E}{\sqrt{1+(2dE/\Delta)^2}},\qquad \alpha=\frac{2d^2}{\Delta}.
\end{equation}
For a rough gap of 2 eV, $d=e\sqrt{\alpha\Delta/(2C)}=1.32\,e$\,\AA. Solving for $\mu$ at each density, without images, moves the extremum to $0.057$ \AA$^{-2}$ and deepens it to $-2.54$ eV. Saturation weakens the depolarization, so more dipoles can be added before the work function turns upward. The shift depends strongly on the assumed gap: the extremum lies near $0.05$ \AA$^{-2}$ for 4 eV and near $0.15$ \AA$^{-2}$ for 1 eV. The latter exceeds the density of close-packed sodium atoms, about $0.08$ \AA$^{-2}$, and cannot be reached in a monolayer. For 0.9 eV the largest induced dipole $d$ is below $\mu_0$ and no extremum appears.

\textit{Disorder and temperature.} The direct repulsion of two nearest neighbours, $C\mu_m^2/(e^2R^3)$, is 0.012 eV, below $k_BT=0.026$ eV at 300 K. Images at most double it, which leaves it below $k_BT$. This is not a melting criterion, but it gives no assurance that dipole repulsion alone keeps the layer ordered. As one example of disorder, adsorbates were placed at random on a square lattice of $0.050$ sites per \AA$^2$, filled to $0.0429$ \AA$^{-2}$. Solving the coupled linear equations for 60 arrangements of a periodic $20\times20$ array lowers the mean dipole by 4\%, relative to an ordered square layer of the same density. Other kinds of disorder may act differently.

\textit{Comparison with a real layer.} Polycrystalline tungsten and molybdenum have work functions near 4.5 eV; single faces differ, and the close-packed face of tungsten is above 5 eV. The polarizability is an illustrative value. It is close to the 24 \AA$^3$ of a free sodium atom, but that agreement does not justify it, because $\alpha$ here includes the response to the adsorbate's own image. For a point dipole at $h=1.5$ \AA, $\alpha=25$ \AA$^3$ corresponds to only $\alpha/(1+2\alpha/z^3)=8.8$ \AA$^3$ without that image, where $z=2h$. A value of 24 \AA$^3$ without the image would give no stable linear response, since $2\times24/z^3>1$. The point-dipole picture is therefore not quantitative so close to the metal. A lowering by a few eV is the right size for alkali layers. Real layers break the assumption of fixed $\mu_0$ and $\alpha$, because charge transfer changes with coverage and the layer becomes metallic as it fills. For these parameters, the image and saturation estimates move the extremal density up by 16\% and 33\% and change the depth by $-23\%$ and $+9\%$, each relative to the simple model and taken separately. Applied together, with the same 2 eV gap, they move the density up by about 80\%, to $0.078$ \AA$^{-2}$, and change the depth by $-11\%$. That density is close to close packing, where the model does not apply, and the curve is nearly flat: $\Delta\Phi$ changes only from $-2.02$ to $-2.07$ eV between $0.05$ and $0.078$ \AA$^{-2}$. The density $4.3\times10^{14}$ cm$^{-2}$ is therefore an order-of-magnitude estimate, not a coating specification.

Numerical values quoted here were computed with a short program.
